# Ehrenfest Dynamics from the TDSCF Product Ansatz and the Classical Limit, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the product wavefunction to nuclear paths

### The decision that depends on the derivation

Before simulating a molecule in which several electronic states take part, one must decide whether a single nuclear trajectory, driven by the mean force of a time-dependent electronic state, is enough. The alternative is a method that lets the nuclei follow different paths on different electronic surfaces, at a higher cost. Ehrenfest dynamics is the single-path choice:

$$
i\dot\phi = H_e(R(t))\,\phi ,\qquad
M_a \ddot R_a = -\langle\phi|\partial_a H_e(R(t))|\phi\rangle .
$$

Two separate approximations lead to these equations. The first writes the full wavefunction as one electronic factor times one nuclear factor. The second replaces the nuclear factor by a point. They fail for different reasons, and the choice of method depends on which failure is present.

### Hamiltonian and notation

Atomic units are used in the algebra. The index $a$ runs over all Cartesian nuclear coordinates $R_a$, with masses $M_a$ and $\partial_a=\partial/\partial R_a$. The electronic coordinates are $r$. The Hamiltonian is

$$
H = T_N + H_e(R),\qquad T_N=-\sum_a \frac{1}{2M_a}\,\partial_a^2 ,
$$

where $H_e(R)$ contains the electronic kinetic energy and every Coulomb term, including the repulsion between nuclei. For each $R$ it is a Hermitian operator on the electronic space. Relativistic effects and external fields are left out.

The product ansatz is

$$
\Psi(r,R,t)=\phi(r,t)\,\chi(R,t)\,e^{i\theta(t)},\qquad
\langle\phi|\phi\rangle=\langle\chi|\chi\rangle=1 .
$$

The factor $\phi$ depends on $r$ and $t$ but not on $R$. This differs from the Born–Oppenheimer form, in which the electronic function changes with the nuclear position. The property is used again when the force is derived.

Three averages of $H_e$ occur below:

$$
\bar H=\int |\chi|^2 H_e(R)\,dR,\qquad
V_E(R,t)=\langle\phi|H_e(R)|\phi\rangle,\qquad
\tilde E=\langle\phi|\bar H|\phi\rangle=\int|\chi|^2V_E\,dR .
$$

The first is an operator on the electrons, the second a potential for the nuclei, and the third a number. The mean nuclear kinetic energy is $T=\langle\chi|T_N|\chi\rangle$.

### The variational condition

A product does not in general remain a product under the Schrödinger equation. We therefore ask for the time derivative $\dot\Psi$, among those that keep the product form, that makes the norm of

$$
\rho = i\dot\Psi-H\Psi
$$

as small as possible. The allowed derivatives form a complex linear space, spanned by the functions $u=\delta\phi\,\chi\,e^{i\theta}$ and $u=\phi\,\delta\chi\,e^{i\theta}$. Changing $\dot\Psi$ by $\lambda u$, with $\lambda$ a complex number, gives

$$
\|\rho+i\lambda u\|^2=\|\rho\|^2+2\,\mathrm{Re}\big(i\lambda\langle\rho|u\rangle\big)+|\lambda|^2\|u\|^2 .
$$

At the minimum the term linear in $\lambda$ must vanish for every phase of $\lambda$, so $\langle u|\rho\rangle=0$. This is the time-dependent variational principle:

$$
\langle u|\,i\partial_t-H\,|\Psi\rangle=0\quad\text{for every allowed } u .
$$

### The two projected equations

Differentiating the ansatz gives

$$
i\dot\Psi=e^{i\theta}\big(i\dot\phi\,\chi+\phi\,i\dot\chi-\dot\theta\,\phi\chi\big).
$$

Take first $u=\delta\phi\,\chi\,e^{i\theta}$. The phases cancel between bra and ket. Since $\delta\phi$ is arbitrary, the integral over $R$ alone must vanish:

$$
i\dot\phi+\big(\langle\chi|i\dot\chi\rangle-\dot\theta\big)\phi=T\phi+\bar H\phi .
\tag{1}
$$

Next take $u=\phi\,\delta\chi\,e^{i\theta}$. Now the integral over $r$ must vanish:

$$
i\dot\chi+\big(\langle\phi|i\dot\phi\rangle-\dot\theta\big)\chi=T_N\chi+V_E\chi .
\tag{2}
$$

The split of the total phase among $\phi$, $\chi$ and $\theta$ is still free: multiplying $\phi$ by $e^{i\alpha(t)}$ and $\chi$ by $e^{i\beta(t)}$ while subtracting $\alpha+\beta$ from $\theta$ leaves $\Psi$ unchanged. The numbers $\langle\phi|i\dot\phi\rangle$ and $\langle\chi|i\dot\chi\rangle$ are real because the norms are constant, and the freedom lets us set them to

$$
\langle\phi|i\dot\phi\rangle=\tilde E,\qquad \langle\chi|i\dot\chi\rangle=T+\tilde E .
$$

Projecting (1) on $\phi$ then gives

$$
\tilde E+T+\tilde E-\dot\theta=T+\tilde E
\quad\Longrightarrow\quad \dot\theta=\tilde E .
$$

With this value the bracket in (1) is $T$, which cancels the $T$ on the right, and the bracket in (2) is zero. The result is the pair of time-dependent self-consistent-field (TDSCF) equations,

$$
i\dot\phi=\bar H\phi,\qquad i\dot\chi=(T_N+V_E)\chi,\qquad
\Psi=\phi\chi\exp\Big(i\int_0^t\tilde E\,dt'\Big).
\tag{3}
$$

The sign of the extra phase can be checked by counting energies. The phase of $\phi$ advances at a rate given by $\tilde E$, and that of $\chi$ at a rate given by $T+\tilde E$. Together they count the electronic energy twice. The factor with $+i\tilde E$ removes one copy and leaves $T+\tilde E$, the mean of $H$.

Equation (3), including its phase, was tested against a direct least-squares projection of $-iH\Psi$ for random Hermitian matrices. The largest deviation was $2\times10^{-15}$.

### Energy conservation in the mean field

The nuclear Hamiltonian $T_N+V_E$ depends on time through $\phi$. Its expectation value changes only through that explicit dependence:

$$
\frac{d}{dt}(T+\tilde E)=\int|\chi|^2\,\partial_tV_E\,dR .
$$

From $\dot\phi=-i\bar H\phi$ we have $\partial_tV_E=i\langle\phi|[\bar H,H_e(R)]|\phi\rangle$. Averaging over $|\chi|^2$ replaces $H_e(R)$ by $\bar H$, and the commutator becomes $[\bar H,\bar H]=0$. The energy $T+\tilde E$ is therefore constant, although each subsystem can gain or lose energy.

### What the product form leaves out

The part of $H\Psi$ that the product cannot follow is found by subtracting $i\dot\Psi$ as given by (3):

$$
\begin{aligned}
w&=H\Psi-i\dot\Psi\\
&=e^{i\theta}\big[\phi T_N\chi+H_e\phi\chi-\bar H\phi\chi-\phi(T_N+V_E)\chi+\tilde E\phi\chi\big]\\
&=\big(H_e-\bar H-V_E+\tilde E\big)\Psi .
\end{aligned}
\tag{4}
$$

If $H_e(R)=h+v(R)$, with $h$ independent of $R$ and $v$ a plain function, every term in (4) cancels and an initial product stays a product. The surfaces are then parallel, and all electronic states exert the same force. The error thus comes from forces that depend on the electronic state.

For a narrow packet in one coordinate this can be made quantitative. Let $R_c$ be the packet's mean position, $x=R-R_c$, and $\sigma^2$ the variance of $|\chi|^2$. Expand $H_e=H_0+xH_1+O(x^2)$ and write $h_j=\langle\phi|H_j|\phi\rangle$. Because the mean of $x$ is zero,

$$
\bar H=H_0+O(\sigma^2),\quad V_E=h_0+xh_1+O(x^2),\quad \tilde E=h_0+O(\sigma^2).
$$

Inserting these in (4) leaves $w=x(H_1-h_1)\Psi$ to leading order, whose norm is

$$
\|w\|=\sigma\,\Delta F,\qquad
\Delta F=\sqrt{\langle\phi|(H_1-h_1)^2|\phi\rangle}.
\tag{5}
$$

Here $\Delta F$ is the standard deviation of the force operator $-H_1$ in the state $\phi$.

To see how this error accumulates, let $\delta=\Psi_{\rm full}-\Psi$ be the difference between the solution of the full Schrödinger equation and the product, both starting from the same state. Then $i\dot\delta=H\delta+w$. Since $H$ is Hermitian, it does not change the norm, and

$$
\frac{d}{dt}\|\delta\|^2=2\,\mathrm{Im}\langle\delta|w\rangle\le2\|\delta\|\,\|w\|
\quad\Longrightarrow\quad
\|\delta(t)\|\le\int_0^t\|w\|\,dt' .
\tag{6}
$$

The product is therefore reliable as long as the accumulated $\sigma\Delta F\,t$ is much smaller than one. This is a sufficient condition. When it fails, some mean values may still be accurate, but the wavefunction is no longer guaranteed to be.

The condition has a simple meaning. Electronic components that feel forces differing by about $\Delta F$ acquire momenta differing by about $\Delta F\,t$. A real Gaussian packet has momentum width $1/(2\sigma)$. If $\sigma\Delta F\,t\ll1$, the difference in momentum is hidden within that width and the components still share one nuclear packet. Otherwise they begin to have distinguishable nuclear partners.

### Amplitude and phase of the nuclear factor

We now take the nuclear equation in (3) towards its classical limit. The electrons must remain quantum mechanical, so a parameter $\varepsilon$ is put in place of $\hbar$ in the nuclear equation only:

$$
i\varepsilon\,\partial_t\chi=-\sum_a\frac{\varepsilon^2}{2M_a}\partial_a^2\chi+V_E\chi .
$$

The physical case is $\varepsilon=1$. Smaller values define a family of mean-field equations with more classical nuclei and unchanged electrons. The energy argument above holds for every member of the family, with the kinetic operator carrying the factor $\varepsilon^2$.

Where $\chi$ does not vanish, write it with a positive amplitude $A$ and a real phase function $S$:

$$
\chi=A\,e^{iS/\varepsilon}.
$$

The derivatives are

$$
\begin{aligned}
i\varepsilon\,\partial_t\chi&=e^{iS/\varepsilon}\big(i\varepsilon\,\partial_tA-A\,\partial_tS\big),\\
\partial_a\chi&=e^{iS/\varepsilon}\Big(\partial_aA+\frac{i}{\varepsilon}A\,\partial_aS\Big),\\
\partial_a^2\chi&=e^{iS/\varepsilon}\Big(\partial_a^2A+\frac{2i}{\varepsilon}\partial_aA\,\partial_aS+\frac{i}{\varepsilon}A\,\partial_a^2S-\frac{1}{\varepsilon^2}A(\partial_aS)^2\Big).
\end{aligned}
$$

Insert them and divide by the common exponential. The imaginary terms are

$$
\varepsilon\,\partial_tA=-\sum_a\frac{\varepsilon}{2M_a}\big(2\,\partial_aA\,\partial_aS+A\,\partial_a^2S\big).
$$

Multiplying by $2A/\varepsilon$ turns the left side into $\partial_tA^2$ and the right side into a divergence:

$$
\partial_tA^2+\sum_a\partial_a\Big(A^2\frac{\partial_aS}{M_a}\Big)=0 .
\tag{7}
$$

This is the continuity equation for the density $A^2=|\chi|^2$, with velocity $\partial_aS/M_a$. The real terms, divided by $-A$, give

$$
\partial_tS+\sum_a\frac{(\partial_aS)^2}{2M_a}+V_E+Q=0,\qquad
Q=-\sum_a\frac{\varepsilon^2}{2M_a}\frac{\partial_a^2A}{A}.
\tag{8}
$$

Without $Q$ this is the Hamilton–Jacobi equation of classical mechanics for nuclei in the potential $V_E$. The term $Q$ is called the quantum potential. No approximation has been made in passing from the nuclear TDSCF equation to (7) and (8).

### Newton's equation and the force

Define the momentum field $P_a=\partial_aS$ and apply $\partial_b$ to (8). Because $\partial_b\partial_aS=\partial_aP_b$,

$$
\partial_tP_b+\sum_a\frac{P_a}{M_a}\,\partial_aP_b=-\partial_b(V_E+Q).
\tag{9}
$$

Along a path that moves with the velocity field, $\dot R_a=P_a/M_a$, the left side is the total time derivative of $P_b$. Equation (9) is then Newton's equation with the added force $-\partial_bQ$.

The derivative of $V_E$ is taken at fixed time. Since $\phi(r,t)$ does not depend on $R$, it acts on the Hamiltonian alone:

$$
-\partial_bV_E=-\langle\phi|\partial_bH_e(R)|\phi\rangle .
\tag{10}
$$

This has the form of the Hellmann–Feynman force, but $\phi$ need not be an eigenstate of $H_e$. What the step requires is an electronic space that does not move with the nuclei. If $\phi$ is confined to an incomplete basis attached to the atoms, the allowed variations change with $R$, and the force must be derived again for that restricted space.

## Second half: the classical limit and its range

### Symbols and results carried over

The wavefunction is a product of an electronic factor $\phi(r,t)$ and a nuclear factor $\chi(R,t)=Ae^{iS/\varepsilon}$, apart from a phase. The electrons obey $i\dot\phi=\bar H\phi$, where $\bar H$ is $H_e(R)$ averaged over $|\chi|^2$. The nuclei move in $V_E(R,t)=\langle\phi|H_e(R)|\phi\rangle$. Their momentum field $P_a=\partial_aS$ obeys

$$
\partial_tP_b+\sum_a\frac{P_a}{M_a}\partial_aP_b=-\partial_b(V_E+Q),\qquad
Q=-\sum_a\frac{\varepsilon^2}{2M_a}\frac{\partial_a^2A}{A},
$$

and $A^2$ obeys the continuity equation with velocity $P_a/M_a$. The parameter $\varepsilon$ stands for $\hbar$ in the nuclear equation, and its physical value is 1. For a narrow packet of width $\sigma$, the distance between the product and the full solution grows at a rate of at most about $\sigma\Delta F$, where $\Delta F$ is the standard deviation of the force operator in $\phi$.

### A narrow packet does not make the quantum force small

Two things are wanted at once: a packet narrow enough to count as a point, and a negligible $Q$. These demands compete. For a Gaussian in one coordinate, $A\propto e^{-x^2/4\sigma^2}$, two differentiations give

$$
\frac{A''}{A}=\frac{x^2}{4\sigma^4}-\frac{1}{2\sigma^2},
\qquad
-\frac{dQ}{dx}=\frac{\varepsilon^2}{2M}\frac{d}{dx}\frac{A''}{A}=\frac{\varepsilon^2x}{4M\sigma^4}.
$$

The force points outwards and makes the packet spread. At $x=\sigma$ it equals $\varepsilon^2/(4M\sigma^3)$, which grows without limit if $\sigma\to0$ at fixed $\varepsilon$.

The conflict is resolved by letting both shrink together. Set $\sigma^2=\varepsilon s^2$ with $s$ fixed. The quantum force at $x=\sigma$ is then $\sqrt\varepsilon/(4Ms^3)$, which vanishes with $\varepsilon$, as does the width.

The scaling must also survive in time. A real Gaussian of initial width $\sigma_0$ has momentum variance

$$
\varepsilon^2\int(A')^2dx=\varepsilon^2\int\frac{x^2}{4\sigma_0^4}A^2dx=\frac{\varepsilon^2}{4\sigma_0^2}.
$$

In free motion each position changes by $pt/M$. Position and momentum deviations are initially uncorrelated, so their contributions to the variance add:

$$
\sigma^2(t)=\sigma_0^2+\Big(\frac{\varepsilon t}{2M\sigma_0}\Big)^2
=\varepsilon\Big(s^2+\frac{t^2}{4M^2s^2}\Big)\quad\text{for }\sigma_0^2=\varepsilon s^2 .
\tag{11}
$$

The variance remains proportional to $\varepsilon$. In a smooth potential, small deviations from the central path obey linear equations to leading order, so over a fixed time they are multiplied by finite factors and the variance is still $O(\varepsilon)$. The fixed time matters: where neighbouring paths separate exponentially, the factor can become large.

The product ansatz has led to the TDSCF equations and to nuclear paths with an added quantum force, and scaling the packet's variance with $\varepsilon$ makes both its width and this force at one packet width from the centre vanish together. It remains to obtain the Ehrenfest equations for the packet's centre, test them on a two-state crossing, and establish when a single path is justified.
